# Disc-averaged curvature mass of a two-dimensional Kane band

In a 10 nm channel with the parameters given below, the lowest subband has an edge mass of 0.0482 electron masses. At the Fermi circle its curvature gives two masses, 0.0795 along the radius and 0.0569 along the tangent. Averaging the inverse curvature mass over every occupied state gives a mass of 0.0569 again, the same as momentum divided by velocity at the Fermi circle. An integral over the whole disc thus returns a property of its edge. The reason is that curvature is the derivative of velocity, and the area integral of a derivative is fixed by the boundary.

## Statement and conventions

The algebra uses atomic units, so $\hbar=m_e=e=1$, with $e$ the magnitude of the electron charge. Take one isotropic, spin-degenerate subband whose energy $E$, measured from the subband edge, obeys

$$
E(1+\alpha E)=\frac{k^2}{2m},\qquad m>0,\quad \alpha\ge 0. \tag{1}
$$

Here $m$ is the edge mass and $\alpha$ the nonparabolicity. At zero temperature the occupied states fill the disc $k<k_F$. With two spins the sheet density is

$$
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi}. \tag{2}
$$

Define $v=dE/dk$ and the inverse curvature-mass tensor $W_{ij}=\partial^2E/\partial k_i\partial k_j$. The result is

$$
\langle W_{ij}\rangle\equiv\frac{1}{\pi k_F^2}\int_{k<k_F}W_{ij}\,d^2k
=\frac{v(k_F)}{k_F}\,\delta_{ij}=\frac{\delta_{ij}}{m_F}, \tag{3}
$$

$$
m_F=m(1+2\alpha E_F). \tag{4}
$$

No expansion in $\alpha$ is made. The inverse tensor is averaged first, and the mass is the reciprocal of that average.

## Velocity and curvature

Differentiating (1) with respect to $k$ gives $(1+2\alpha E)v=k/m$. Write $s=1+2\alpha E$. Squaring and using (1),

$$
s^2=1+4\alpha E(1+\alpha E)=1+\frac{2\alpha k^2}{m},
\qquad v=\frac{k}{ms}. \tag{5}
$$

The conduction band is the branch $s\ge1$. From the first relation, $ds/dk=2\alpha k/(ms)$, so

$$
\frac{d^2E}{dk^2}=\frac{1}{ms}-\frac{k}{ms^2}\frac{ds}{dk}
=\frac{1}{ms^3}\left(s^2-\frac{2\alpha k^2}{m}\right)=\frac{1}{ms^3}. \tag{6}
$$

Let $n_i=k_i/k$ be the radial unit vector. Then $\partial E/\partial k_i=v n_i$ and $\partial n_i/\partial k_j=(\delta_{ij}-n_in_j)/k$. The product rule gives

$$
W_{ij}=\frac{dv}{dk}\,n_in_j+\frac{v}{k}(\delta_{ij}-n_in_j). \tag{7}
$$

The radial mass is therefore $ms^3$ and the tangential mass is $ms$. They agree at $k=0$, where $s=1$, and for $\alpha>0$ they separate as $k$ grows. The tangential mass is the local ratio $k/v$, because turning the wave vector at fixed length turns the velocity without changing its magnitude.

## The average over the disc

Over a full circle, $\langle n_in_j\rangle=\delta_{ij}/2$: the off-diagonal part vanishes by symmetry, and the two equal diagonal parts add to one. The angular average of (7) is

$$
\frac{\delta_{ij}}2\left(\frac{dv}{dk}+\frac vk\right)
=\frac{\delta_{ij}}{2k}\frac{d(kv)}{dk}. \tag{8}
$$

The area element is $2\pi k\,dk$ after the angular average, so

$$
\langle W_{ij}\rangle
=\frac{\delta_{ij}}{\pi k_F^2}\int_0^{k_F}\frac{1}{2k}\frac{d(kv)}{dk}\,2\pi k\,dk
=\frac{\delta_{ij}}{k_F^2}\Big[kv\Big]_0^{k_F}
=\delta_{ij}\frac{v(k_F)}{k_F}. \tag{9}
$$

The lower limit contributes nothing because $v$ is finite there. Equation (5) at $k_F$ gives $v/k=1/(ms)$, which is (4). This proves the result.

The divergence theorem gives the same answer without radial derivatives. Since $W_{ij}=\partial v_i/\partial k_j$,

$$
\int_{\rm disc}W_{ij}\,d^2k=\oint v_in_j\,dl
=v(k_F)k_F\int_0^{2\pi}n_in_j\,d\theta
=\pi k_Fv(k_F)\delta_{ij}. \tag{10}
$$

Dividing by $\pi k_F^2$ restores (3). The Kane law enters only through the closed form (4). The equality between the area average and $v(k_F)/k_F$ holds for any isotropic band with a complete disc, a finite velocity that is continuous for $k>0$, and integrable curvature.

## Weak and strong nonparabolicity

Equations (2) and (5) give the mass directly from the density:

$$
m_F=m\sqrt{1+\frac{4\pi\alpha n}{m}}. \tag{11}
$$

For $4\pi\alpha n/m\ll1$, expanding the root gives $m_F\simeq m+2\pi\alpha n$. In the opposite limit, $m_F\simeq\sqrt{4\pi\alpha nm}$. There the velocity approaches $1/\sqrt{2\alpha m}$ and the band becomes nearly linear. The radial inverse mass at the edge then falls as $s^{-3}$, while the tangential one falls as $s^{-1}$. A band that is almost straight along the radius still has a finite inverse mass, because a change of direction changes the velocity.

## Two averages that differ

Averaging the local ratio $v/k$, in place of the curvature tensor, gives

$$
\left\langle\frac vk\right\rangle
=\frac{2}{k_F^2}\int_0^{k_F}v\,dk
=\frac{2E_F}{k_F^2}=\frac{1}{m(1+\alpha E_F)}. \tag{12}
$$

The last step uses $k_F^2=2mE_F(1+\alpha E_F)$. The nonparabolic correction has lost a factor of two. In the example this average gives 0.0526 electron masses, about 8% below $m_F$.

A ring $k_1<k<k_2$ has two edges, and (9) becomes

$$
\langle W_{ij}\rangle_{\rm ring}
=\delta_{ij}\frac{k_2v_2-k_1v_1}{k_2^2-k_1^2}. \tag{13}
$$

With $w=v/k$, the coefficient equals $w_2-k_1^2(w_1-w_2)/(k_2^2-k_1^2)$. In a Kane band with $\alpha>0$, $w_1>w_2$, so the ring is heavier than its outer edge suggests. For $k_1=k_F/2$ and $k_2=k_F$ the example gives 0.0594 electron masses. The filled centre is a real condition of the theorem.

## What the mass does in transport

Displace the whole disc by a small vector $\mathbf q$. Its mean velocity is

$$
V_i=\frac{1}{\pi k_F^2}\int_{\rm disc}v_i(\mathbf k+\mathbf q)\,d^2k
=\langle W_{ij}\rangle q_j+O(q^3)
=\frac{q_i}{m_F}+O(q^3), \tag{14}
$$

with summation over $j$. The zeroth and second orders vanish because $v_i(-\mathbf k)=-v_i(\mathbf k)$. A constant force $\mathbf F$ and constant scattering time $\tau$ give $\mathbf q=\mathbf F\tau$, hence a mobility of magnitude $\mu=e\tau/m_F$.

If $\tau$ depends on energy, the linearized Boltzmann equation in the relaxation-time approximation gives the change of occupation as $\tau\,\mathbf F\cdot\mathbf v\,\delta(E-E_F)$. Therefore

$$
V_i=\frac{F_j}{\pi k_F^2}\int\tau v_iv_j\,\delta(E-E_F)\,d^2k
=\frac{F_i\,\tau(E_F)}{\pi k_F^2}\,\frac{v_F^2}{2}\,\frac{2\pi k_F}{v_F}
=\frac{\tau(E_F)}{m_F}F_i. \tag{15}
$$

The factor $2\pi k_F/v_F$ is the integral of the delta function over the plane, and $v_F^2/2$ is the angular average. At zero temperature and low field, the relevant time is the transport time at the Fermi circle.

## Finite temperature

A Fermi function $f$ is a weighted stack of filled discs:

$$
f(E)=\int d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)\theta(\varepsilon-E). \tag{16}
$$

Apply (3) to each disc. With $N(\varepsilon)=k^2(\varepsilon)/(2\pi)$ the density inside the disc of energy $\varepsilon$,

$$
\langle W_{ij}\rangle_T=\frac{\delta_{ij}}{n}\int_0^\infty d\varepsilon
\left(-\frac{\partial f}{\partial\varepsilon}\right)
\frac{N(\varepsilon)}{m(1+2\alpha\varepsilon)}. \tag{17}
$$

For transport with an energy-dependent time, $\tau(\varepsilon)$ multiplies the integrand.

The sign of the first thermal correction at fixed density follows from the Sommerfeld expansion. Let $G=N/(ms)$ and let primes denote energy derivatives. Since $N=m(s^2-1)/(4\pi\alpha)$ and $s'=2\alpha$,

$$
N'=\frac{ms}{\pi},\quad N''=\frac{2\alpha m}{\pi},\quad
G'=\frac{1+s^{-2}}{2\pi},\quad G''=-\frac{2\alpha}{\pi s^3}. \tag{18}
$$

Fixed density shifts the chemical potential by $-(\pi^2/6)(k_BT)^2N''/N'$. The change of $n\langle W\rangle$ per direction is thus

$$
\frac{\pi^2}{6}(k_BT)^2\left(G''-G'\frac{N''}{N'}\right)
=-\frac{\pi\alpha}{6}(k_BT)^2\,\frac{s^2+3}{s^3}. \tag{19}
$$

It is negative for $\alpha>0$: at this order, warming makes the averaged mass heavier.

## From the quantum well to the numbers

Let the bulk band have edge mass $m_b$ and nonparabolicity $\alpha_b$. In a hard-wall well of width $L$, the lowest state has $k_z=\pi/L$ and confinement energy $E_1$. The total energy $E_1+E$ satisfies the bulk law with squared wave number $k_z^2+k^2$. Subtracting the same law at $k=0$ leaves

$$
E(1+2\alpha_bE_1)+\alpha_bE^2=\frac{k^2}{2m_b}. \tag{20}
$$

Division by $1+2\alpha_bE_1$ restores (1), with

$$
m=m_b(1+2\alpha_bE_1),\qquad
\alpha=\frac{\alpha_b}{1+2\alpha_bE_1}. \tag{21}
$$

The inputs are $m_b=0.040$ electron masses, $\alpha_b=1.20$ per eV, $L=10$ nm, $n=2\times10^{12}$ cm$^{-2}$ and $\tau=0.20$ ps. The confinement energy is 0.08528 eV, so the factor in (21) is $1+2(1.20)(0.08528)=1.2047$. Hence $m=0.0482$ electron masses and $\alpha=0.996$ per eV.

The density is 0.02 nm$^{-2}$, which gives $k_F=\sqrt{2\pi(0.02)}=0.3545$ nm$^{-1}$. The Fermi energy is 0.0911 eV, below the hard-wall subband spacing of 0.196 eV, so only one subband is occupied at zero temperature. Then

$$
s_F=1+2(0.99612)(0.09109)=1.1815, \tag{22}
$$

$$
m_F=0.04819\times1.1815=0.0569. \tag{23}
$$

The radial mass is $0.04819\times1.1815^3=0.0795$. The mobility $e\tau/m_F$ is about 6200 cm$^2$/Vs.

For code in ordinary units, use $m_F=\hbar^2k_F/(dE/dk)$ and divide the second derivatives of energy by $\hbar^2$. A convenient source of energies is the upper eigenvalue of

$$
H=\begin{pmatrix}0&P(k_x-ik_y)\\P(k_x+ik_y)&-1/\alpha\end{pmatrix},
\qquad P^2=\frac{1}{2m\alpha}. \tag{24}
$$

Its characteristic equation is $E(E+1/\alpha)=P^2k^2$; multiplication by $\alpha$ gives (1). Cartesian second differences of this eigenvalue were integrated over the disc for $\alpha=0.3$, 0.996 and 10 per eV, at the same $m$ and $k_F$. The diagonal elements agreed with (4) within one part in $10^4$. In the example, going from 6 to 24 radial Gauss points moved the mass by $3.5\times10^{-11}$ electron masses, and halving the difference step moved it by $1.9\times10^{-8}$. These shifts measure numerical convergence, not the accuracy of the material model.

## A real channel and the limits of the model

The inputs are rough typical values for InGaAs lattice-matched to InP, with barriers like InAlAs. The scattering time is chosen, so the mobility is not a prediction; good modulation-doped layers reach roughly $10^4$ cm$^2$/Vs at room temperature. At low field, the hard wall is the assumption that moves the mass most among those sized here. A barrier of 0.50 eV with a constant mass of 0.075 electron masses lowers $m_F$ by 6.2%, to 0.0534, at the same density. This uses continuity of the envelope and of its slope divided by the mass, with $m_b(1+\alpha_bE)$ as the mass inside the well and $E$ measured from the bulk band edge; matching with $m_b(1+2\alpha_bE)$ instead gives 0.0530, a reduction of 6.9%. Giving the barrier a nonparabolicity of 0.67 per eV, with the same edge mass, makes the reduction 5.2%. The finite wall changes both the confinement energy and the penetration into the barrier; their effects on the mass were not separated. This subband is not exactly of Kane form, but it stays very close to one up to $k_F$. Its disc average agreed with its edge ratio within two parts in $10^4$.

At 300 K and fixed density, (17) gives 0.0588 electron masses, 3.3% above the cold value. Adding a second subband makes the increase 3.7%, with 5.6% of the electrons in that subband. This estimate combines the finite-well spacing of 0.131 eV with hard-wall subband masses. Finite-well dispersions for both subbands give an increase of about 3.0% over the cold finite-well mass, slightly less than with one subband, so the sign of the second subband's contribution depends on the masses used.

The two-band bulk law used above has a gap of $1/\alpha_b=0.83$ eV. Replacing it by a three-band law that includes the split-off band, with a gap of 0.75 eV and a spin-orbit splitting of 0.33 eV, gives an $m_F$ higher by 0.45% at the same bulk edge mass and total wave number. This small figure is a near cancellation: the smaller gap alone raises $m_F$ by 2.8%, while the split-off band alone, at the 0.83 eV gap, lowers it by 2.0%. Adding the free-electron term $k^2/2$ at the same edge mass turns the 0.45% rise into a 2.2% fall, so the choice of band model is uncertain at the level of a few percent. A Rashba coefficient of 0.010 eV nm raises the averaged mass by 0.06% when the linear term is added to the energy, and by 0.02% when it is added to the right side of (1).

Warping breaks the pointwise equality. Suppose a fourfold term lowers $k^2/(2m)$ by 2% along the diagonal at $k_F$, with the density held fixed. The averaged tensor remains isotropic by fourfold symmetry and gives 0.0580 electron masses. Momentum over velocity, however, runs from 0.05685 on the axis to 0.05924 on the diagonal. The boundary integral $\oint v_in_j\,dl$ still gives the average if $n_j$ is the normal to the actual contour, but one point no longer suffices.

The linear response also has a range. At 0.001 MV/cm the disc moves by 8.6% of $k_F$, and the mobility of the rigidly displaced disc falls by 0.08%. At ten times that field and the same $\tau$, the displacement would be 86% of $k_F$, and the mobility of the rigidly displaced disc would fall by about 7.6%. Beyond linear order, the steady Boltzmann solution with constant $\tau$ is not one displaced disc but an average of discs displaced by $\mathbf Ft$ with weight $e^{-t/\tau}dt/\tau$. This keeps the linear term and multiplies the cubic term by $3!=6$; the mobility then falls by 0.48% at the lower field and by about 23% at the higher one. Energy exchange with the lattice and the change of $\tau$ with field are not modelled, so neither figure is a prediction for a real channel at that field. The collision broadening $\hbar/\tau$ is 0.0033 eV, about 4% of the Fermi energy; its effect on the mass was not computed. Many-body changes of the mass are also left out, as is the electrostatic bending of the well by the electrons and the doping.

## Values computed for the example and the checks

```
Masses are in electron masses; material inputs are rough
Bulk edge mass: 0.040 m_e
Bulk nonparabolicity: 1.20 1/eV
Well width: 10.0 nm
Sheet density: 2.00e+12 cm^-2
Scattering time: 0.20 ps
First confinement energy: 0.08528 eV
Hard-wall subband spacing: 0.19589 eV
Subband edge mass m: 0.04819 m_e
Subband nonparabolicity alpha: 0.99612 1/eV
Fermi wave number: 0.35449 1/nm
Fermi energy from subband edge: 0.09109 eV
Factor 1+2 alpha E_F: 1.18148
Radial curvature mass at k_F: 0.07947 m_e
Tangential curvature mass at k_F: 0.05693 m_e
Mass from disc-averaged curvature: 0.0569318 m_e
Momentum over velocity at k_F: 0.0569318 m_e
Closed formula m_F: 0.0569318 m_e
Mass shift, 6 to 24 radial nodes: 3.5e-11 m_e
Mass shift, difference step halved: -1.9e-08 m_e
Mass from disc mean of v/k: 0.05256 m_e
Mass from ring k_F/2 to k_F: 0.05945 m_e
Low-field mobility: 6179 cm2/Vs
Neglected effects; percentages are relative to the disc mass
Mass at 300 K, one subband: 0.05880 m_e
Change at 300 K, one subband: 3.28 %
Mass at 300 K, two subbands: 0.05906 m_e
Change at 300 K, two subbands: 3.74 %
Second-subband share at 300 K: 5.58 %
Barrier height input: 0.50 eV
Barrier mass input: 0.075 m_e
Finite-well subband spacing: 0.13105 eV
Finite-well Fermi energy: 0.09829 eV
Finite-well mass at k_F: 0.05343 m_e
Change from finite barrier: -6.16 %
Band gap input: 0.75 eV
Spin-orbit splitting input: 0.33 eV
Mass with split-off band: 0.05719 m_e
Change from split-off band: 0.45 %
Warping input at k_F, diagonal: 2.0 % of k^2/(2m)
Warped disc-averaged mass: 0.05801 m_e
Change from warping: 1.89 %
Warped k/v along axis: 0.05685 m_e
Warped k/v along diagonal: 0.05924 m_e
Rashba coefficient input: 0.010 eV nm
Change from Rashba splitting: 0.064 %
Test field: 0.001 MV/cm
Disc displacement / k_F at test field: 0.0857
Mobility change at test field: -0.082 %
Collision broadening hbar/tau: 0.00329 eV
```
